**Alternating minimisation for phase-field fracture of a film on a compliant layer**

The program alternates convex steps for the slip $w$ and the damage $d$, with $d$ bounded below by its value at the previous load. For element size $h$, regularisation length $\ell$ and toughness $G_c$, it asserts that a single broken element costs $G_c[1+3h/(8\ell)+h^2/(32\ell^2)]$ when $2\ell/h$ is an integer. It also asserts energy descent, stationarity by central differences, the onset and Griffith loads, the crack opening, and the healing that occurs when the lower bound is dropped. A proximal penalty acts while a break forms; without it, the coarsest mesh ends in a state of higher energy with a compressed element. The output shows a fracture load that barely changes with $h$, while the surface energy falls from 1.40 to 1.05 $G_c$ as $h/\ell$ goes from 1 to 1/8. Changing $\ell$ at fixed $h/\ell$ shifts the fracture load but leaves the relative toughness error nearly unchanged. The last lines vary material parameters and estimate effects outside the model; of the parameter changes tried, halving the layer modulus moves the onset most.

## Numerical verification

```python
"""Phase-field fracture of a film on a compliant layer by alternating minimisation.

Result under test: convex slip and damage steps, with damage never allowed
to fall between load steps, lower the energy
  F = int [ (1-d)^2 E (w'+eps)^2/2 + kappa w^2/2 ] dx
      + (3 Gc/8) int [ d/ell + ell d'^2 ] dx
and one broken element of size h has the surface energy
  Gc [1 + 3 r/8 + r^2/32],  r = h/ell,  when 2/r is an integer.
w: slip of film against substrate, d: damage, eps: thermal mismatch strain,
E: Young modulus, Gc: toughness, ell: regularisation length,
kappa: shear stiffness of the compliant layer divided by film thickness.
While a break is forming, a proximal penalty on the change of d keeps
neighbouring elements from breaking together; it is dropped afterwards.
Internal units: micrometre and GPa; 1 GPa um = 1000 J/m2.
"""
import numpy as np
from scipy.linalg import solveh_banded
from scipy.optimize import brentq

E = 169.0                 # silicon along <110>, rough
GC = 0.003                # 3 J/m2, rough
THICK = 0.5               # film thickness
LAYER = 2.0               # polymer thickness
MU = 1.0                  # polymer shear modulus, rough
LENGTH = 64.0             # sum of the two film halves after a central crack
ALPHA_BASE = 23e-6        # aluminium, rough
ALPHA_FILM = 3e-6         # silicon, rough mean over the heating range
DALPHA = ALPHA_BASE - ALPHA_FILM
KAPPA = MU / (THICK * LAYER)
LAM = np.sqrt(E / KAPPA)
T_START = 300.0
RAMP_STEP = 0.5
GUARD = 5.0               # proximal weight in units of the largest nodal drive
JM2 = 1000.0


def solve_tridiagonal(diagonal, off, rhs):
    bands = np.zeros((2, len(diagonal)))
    bands[0] = diagonal
    bands[1, :-1] = off
    return solveh_banded(bands, rhs, lower=True)


class Film:
    def __init__(self, ell, h, elements=None):
        self.ell, self.h = ell, h
        self.n = elements if elements else int(round(LENGTH / h)) + 1
        self.length = self.n * h
        self.mid = (self.n - 1) // 2       # central element when n is odd

    def degradation(self, d):
        s2 = (1 - d) ** 2
        return 0.5 * (s2[:-1] + s2[1:])

    def strain(self, w, eps):
        return np.diff(w) / self.h + eps

    def energy(self, w, d, eps):
        h = self.h
        film = 0.5 * E * h * np.sum(self.degradation(d) * self.strain(w, eps) ** 2)
        a, b = w[:-1], w[1:]
        layer = 0.5 * KAPPA * h / 3 * np.sum(a * a + a * b + b * b)
        surface = 3 * GC / 8 * (h / self.ell * np.sum(d[:-1] + d[1:]) / 2
                                + self.ell / h * np.sum(np.diff(d) ** 2))
        return film + layer, surface

    def slip_step(self, d, eps):
        g = self.degradation(d)
        k = E * g / self.h
        diagonal = np.zeros(self.n + 1)
        rhs = np.zeros(self.n + 1)
        diagonal[:-1] += k + KAPPA * self.h / 3
        diagonal[1:] += k + KAPPA * self.h / 3
        rhs[:-1] += E * g * eps
        rhs[1:] -= E * g * eps
        return solve_tridiagonal(diagonal, -k + KAPPA * self.h / 6, rhs)

    def damage_step(self, strain, d_old, centre=None, guard=0.0):
        """Lower-bound problem: nodes are released and never bound again.

        With guard > 0 the change from the current iterate is penalised.
        """
        h, n = self.h, self.n
        drive = np.zeros(n + 1)
        cost = np.zeros(n + 1)
        stiff = np.zeros(n + 1)
        kd = 3 * GC * self.ell / (4 * h)
        for part in (slice(None, -1), slice(1, None)):
            drive[part] += E * strain ** 2 * h / 2
            cost[part] += 3 * GC * h / (16 * self.ell)
            stiff[part] += kd
        penalty = guard * drive.max()
        if centre is None:
            centre = d_old
        tol = 1e-9 * cost.max()
        d = d_old.copy()
        free = np.zeros(n + 1, dtype=bool)
        for _ in range(n + 3):
            residual = drive * (d - 1) + cost + stiff * d + penalty * (d - centre)
            residual[:-1] -= kd * d[1:]
            residual[1:] -= kd * d[:-1]
            new = (~free) & (residual < -tol)
            if not new.any():
                return np.maximum(d, d_old)
            free |= new
            off = np.where(free[:-1] & free[1:], -kd, 0.0)
            diagonal = np.where(free, drive + stiff + penalty, 1.0)
            d = d + solve_tridiagonal(diagonal, off, np.where(free, -residual, 0.0))
        raise RuntimeError("damage step did not end")

    def relax(self, dT, d_start, d_old, guarded=True):
        """Alternate the two convex steps at one load; check descent."""
        eps = DALPHA * dT
        d = d_start
        history = []
        forming = guarded
        for count in range(1, 5001):
            forming = forming and d.max() <= 0.99
            w = self.slip_step(d, eps)
            d_new = self.damage_step(self.strain(w, eps), d_old, d,
                                     GUARD if forming else 0.0)
            history.append(sum(self.energy(w, d_new, eps)))
            change = np.max(np.abs(d_new - d))
            d = d_new
            if change < 1e-8:
                assert np.all(np.diff(history) <= 1e-12), "energy rose"
                assert np.all(d >= d_old) and d.max() <= 1 + 1e-10
                if guarded:
                    assert self.strain(w, eps).min() > -1e-9, "compression"
                return w, d, count
        raise RuntimeError("alternation did not converge")

    def ramp(self):
        d = np.zeros(self.n + 1)
        for dT in np.arange(100.0, 500.0, RAMP_STEP):
            d_old = d
            w, d, count = self.relax(dT, d_old, d_old)
            if d.max() > 0.99:
                assert np.sum(d > 0.99) == 2, "not a single broken element"
                return dT, w, d, d_old, count
        raise RuntimeError("no fracture in the ramp")

    def seeded(self, dT):
        seed = np.zeros(self.n + 1)
        seed[self.mid:self.mid + 2] = 1.0
        return self.relax(dT, seed, np.zeros(self.n + 1))

    def crack_cost(self, dT):
        """Energy of the cracked state minus energy of the intact state."""
        eps = DALPHA * dT
        zero = np.zeros(self.n + 1)
        wc, dc, _ = self.seeded(dT)
        wi, di, _ = self.relax(dT, zero, zero)
        assert di.max() == 0 and dc.max() > 0.9
        return sum(self.energy(wc, dc, eps)) - sum(self.energy(wi, di, eps))


def toughness_ratio(r):
    return 1 + 3 * r / 8 + r * r / 32


def onset(ell, length, modulus=E, mu=MU, dalpha=DALPHA):
    lam = np.sqrt(modulus * THICK * LAYER / mu)
    transfer = 1 - 1 / np.cosh(length / (2 * lam))
    return np.sqrt(3 * GC / (8 * ell * modulus)) / transfer / dalpha


def intact_energy(length, eps):
    return 0.5 * E * eps**2 * (length - 2 * LAM * np.tanh(length / (2 * LAM)))


ELL = 0.4
print(f"E {E:.0f} GPa; Gc {GC*JM2:.1f} J/m2; ell {ELL:.2f} um")
print(f"film thickness {THICK:.2f} um; layer {LAYER:.1f} um; length L {LENGTH:.0f} um")
print(f"layer shear modulus {MU:.1f} GPa; expansion mismatch {DALPHA*1e6:.1f} ppm/K")
print(f"transfer length lambda {LAM:.2f} um")
print(f"strength sigma_c {np.sqrt(3*E*GC/(8*ELL)):.4f} GPa")

# Surface energy: minimised damage around one forced break against the law.
for r in (2.0, 1.0, 0.5, 0.25, 0.125):
    film = Film(ELL, r * ELL, 2 * int(round(20 / r)) + 1)
    forced = np.zeros(film.n)
    forced[film.mid] = 1e4
    profile = film.damage_step(forced, np.zeros(film.n + 1))
    ratio = film.energy(np.zeros(film.n + 1), profile, 0.0)[1] / GC
    assert abs(ratio - toughness_ratio(r)) < 1e-6
    print(f"forced break, h/ell {r:.3f}: surface energy/Gc {ratio:.5f}")

# Mesh study at fixed ell, from the complete load ramp and seeded states.
print("h/ell | fracture dT K | onset formula K | surface/Gc | Griffith dT K, formula K")
for r in (1.0, 0.5, 0.25, 0.125):
    film = Film(ELL, r * ELL)
    dT, w, d, d_old, count = film.ramp()
    predicted = onset(ELL, film.length)
    assert -0.1 < dT - predicted < RAMP_STEP + 0.2
    ratio = film.energy(w, d, DALPHA * dT)[1] / GC
    assert abs(ratio - toughness_ratio(r)) < 5e-3
    griffith = brentq(film.crack_cost, 50, 100, xtol=1e-3)
    release = intact_energy(film.length, DALPHA) - 2 * intact_energy(LENGTH / 2, DALPHA)
    formula = np.sqrt(GC * toughness_ratio(r) / release)
    assert abs(griffith / formula - 1) < 0.01
    print(f"{r:.3f} | {dT:.1f} | {predicted:.2f} | {ratio:.4f} | {griffith:.2f}, {formula:.2f}")
    if r == 1.0:
        coarse = (film, dT, w, d, d_old)
    if r == 0.25:
        main = (film, dT, w, d, d_old, count)

# The same fracture step without the guard ends in a spurious state.
film, dT, w, d, d_old = coarse
eps = DALPHA * dT
w_free, d_free, _ = film.relax(dT, d_old, d_old, guarded=False)
f_guard = sum(film.energy(w, d, eps))
f_free = sum(film.energy(w_free, d_free, eps))
lowest = film.strain(w_free, eps).min()
assert lowest < 0 and f_free > f_guard
print(f"h/ell 1, no guard: {np.sum(d_free > 0.99)} nodes above d 0.99, "
      f"lowest strain {lowest:.4f}")
print(f"total energy without guard {f_free*JM2:.3f}, with guard {f_guard*JM2:.3f} J/m2")

# Changing ell at fixed h/ell: strength changes, toughness error does not.
for ell in (0.8, 0.4, 0.2):
    film = Film(ell, ell / 4)
    dT, w, d, _, _ = film.ramp()
    predicted = onset(ell, film.length)
    assert -0.1 < dT - predicted < RAMP_STEP + 0.2
    ratio = film.energy(w, d, DALPHA * dT)[1] / GC
    assert abs(ratio - toughness_ratio(0.25)) < 5e-3
    print(f"h/ell 0.250, ell {ell:.1f} um: fracture dT {dT:.1f} K, surface/Gc {ratio:.4f}")
r_five = brentq(lambda r: toughness_ratio(r) - 1.05, 0.01, 1)
print(f"h/ell for 5 percent excess toughness: {r_five:.3f}")

film, dT, w, d, d_old, count = main
eps = DALPHA * dT
zero = np.zeros(film.n + 1)

# Stationarity from central differences of the energy itself.
step = 1e-4
grad_w, grad_d = np.zeros(film.n + 1), np.zeros(film.n + 1)
for i in range(film.n + 1):
    bump = np.zeros(film.n + 1)
    bump[i] = step
    grad_w[i] = (sum(film.energy(w + bump, d, eps))
                 - sum(film.energy(w - bump, d, eps))) / (2 * step)
    grad_d[i] = (sum(film.energy(w, d + bump, eps))
                 - sum(film.energy(w, d - bump, eps))) / (2 * step)
node_cost = 3 * GC * film.h / (8 * ELL)
moved = d - d_old > 1e-9
assert np.max(np.abs(grad_w)) < 1e-6
assert np.max(np.abs(grad_d[moved])) < 1e-4 * node_cost
assert grad_d.min() > -1e-4 * node_cost

# Elastic solution and crack opening against their closed forms.
w_intact = film.slip_step(zero, eps)
stored = film.energy(w_intact, zero, eps)[0]
assert abs(stored / intact_energy(film.length, eps) - 1) < 1e-3
opening = w[film.mid + 1] - w[film.mid]
opening_formula = 2 * eps * LAM * np.tanh(LENGTH / (4 * LAM))
assert abs(opening / opening_formula - 1) < 0.01
after, surface = film.energy(w, d, eps)
print(f"main mesh h {film.h*1000:.0f} nm, {film.n} elements; ramp step {RAMP_STEP:.1f} K")
print(f"fracture at {T_START+dT:.1f} K, mismatch {eps*100:.4f} percent")
print(f"alternations in fracture step {count}")
print(f"crack opening {opening*1000:.2f} nm; formula {opening_formula*1000:.2f} nm")
print(f"stored energy before {stored*JM2:.2f}, after {after*JM2:.2f} J/m2")
print(f"surface energy {surface*JM2:.3f} J/m2")

# Two stationary states at one load, and joint non-convexity between them.
test_dT = 100.0
test_eps = DALPHA * test_dT
wc, dc, _ = film.seeded(test_dT)
wi = film.slip_step(zero, test_eps)
f_crack = sum(film.energy(wc, dc, test_eps))
f_intact = sum(film.energy(wi, zero, test_eps))
f_middle = sum(film.energy((wc + wi) / 2, dc / 2, test_eps))
assert f_crack < f_intact < f_middle
print(f"at dT {test_dT:.0f} K: intact {f_intact*JM2:.3f}, cracked {f_crack*JM2:.3f} J/m2")
print(f"energy at midpoint of the two states {f_middle*JM2:.3f} J/m2")

# Unload and reload, with the lower bound kept or dropped.
low, high = 0.2, 200.0
_, d_kept, _ = film.relax(low, d, d)
_, d_healed, _ = film.relax(low, d, zero)
assert np.max(np.abs(d_kept - d)) < 1e-6 and d_healed.max() == 0
stresses = []
for state, bound in ((d_kept, d_kept), (d_healed, zero)):
    wr, dr, _ = film.relax(high, state, bound)
    local = film.degradation(dr) * E * film.strain(wr, DALPHA * high)
    stresses.append(local[film.mid])
assert stresses[0] < 1e-3 * stresses[1]
print(f"unloaded to dT {low:.1f} K: max d kept {d_kept.max():.4f}, unbound {d_healed.max():.4f}")
print(f"reloaded to dT {high:.0f} K, central stress with bound {stresses[0]*1e6:.3f} kPa")
print(f"same without bound {stresses[1]:.4f} GPa")

# Effects outside the model, for the numbers of this example.
shorter = Film(ELL, film.h, film.n - 1)
zero_short = np.zeros(shorter.n + 1)
stored_short = shorter.energy(shorter.slip_step(zero_short, eps), zero_short, eps)[0]
debond = THICK * (stored - stored_short) / film.h
debond_formula = 0.5 * THICK * E * eps**2 * np.tanh(film.length / (2 * LAM))**2
assert abs(debond / debond_formula - 1) < 0.01
shear = MU * np.max(np.abs(w_intact)) / LAYER
base = onset(ELL, film.length)
soft = onset(ELL, film.length, mu=MU / 2)
aniso = onset(ELL, film.length, modulus=130.0)
expand = onset(ELL, film.length, dalpha=DALPHA - 0.5e-6)
width, base_modulus, adhesion = 4.0, 70.0, 10.0
print(f"onset dT {base:.1f} K; with layer modulus halved {soft:.1f} K")
print(f"onset dT with E 130 GPa (<100>) {aniso:.1f} K")
print(f"onset dT with film expansion 0.5 ppm/K higher {expand:.1f} K")
print(f"edge debond energy {debond*JM2:.3f} J/m2; rough adhesion {adhesion:.0f} J/m2")
print(f"peak layer shear {shear*1000:.1f} MPa, shear strain {shear/MU*100:.2f} percent")
print(f"film/base stiffness E t/(E_base L), E_base {base_modulus:.0f} GPa: "
      f"{E*THICK/(base_modulus*LENGTH)*100:.2f} percent")
print(f"transverse stress transfer, width {width:.0f} um: "
      f"{(1-1/np.cosh(width/(2*LAM)))*100:.2f} percent")
print("PASS")
```

It prints:

```
E 169 GPa; Gc 3.0 J/m2; ell 0.40 um
film thickness 0.50 um; layer 2.0 um; length L 64 um
layer shear modulus 1.0 GPa; expansion mismatch 20.0 ppm/K
transfer length lambda 13.00 um
strength sigma_c 0.6894 GPa
forced break, h/ell 2.000: surface energy/Gc 1.87500
forced break, h/ell 1.000: surface energy/Gc 1.40625
forced break, h/ell 0.500: surface energy/Gc 1.19531
forced break, h/ell 0.250: surface energy/Gc 1.09570
forced break, h/ell 0.125: surface energy/Gc 1.04736
h/ell | fracture dT K | onset formula K | surface/Gc | Griffith dT K, formula K
1.000 | 245.0 | 244.81 | 1.4041 | 81.87, 81.94
0.500 | 245.5 | 245.19 | 1.1944 | 75.89, 75.94
0.250 | 245.5 | 245.38 | 1.0953 | 72.87, 72.90
0.125 | 245.5 | 245.47 | 1.0472 | 71.36, 71.37
h/ell 1, no guard: 4 nodes above d 0.99, lowest strain -0.0801
total energy without guard 46.558, with guard 45.337 J/m2
h/ell 0.250, ell 0.8 um: fracture dT 173.5 K, surface/Gc 1.0942
h/ell 0.250, ell 0.4 um: fracture dT 245.5 K, surface/Gc 1.0953
h/ell 0.250, ell 0.2 um: fracture dT 347.5 K, surface/Gc 1.0956
h/ell for 5 percent excess toughness: 0.132
main mesh h 100 nm, 641 elements; ramp step 0.5 K
fracture at 545.5 K, mismatch 0.4910 percent
alternations in fracture step 55
crack opening 107.13 nm; formula 107.59 nm
stored energy before 78.37, after 41.15 J/m2
surface energy 3.286 J/m2
at dT 100 K: intact 13.004, cracked 10.110 J/m2
energy at midpoint of the two states 112.033 J/m2
unloaded to dT 0.2 K: max d kept 0.9998, unbound 0.0000
reloaded to dT 200 K, central stress with bound 8.812 kPa
same without bound 0.5619 GPa
onset dT 245.4 K; with layer modulus halved 308.8 K
onset dT with E 130 GPa (<100>) 264.2 K
onset dT with film expansion 0.5 ppm/K higher 251.7 K
edge debond energy 0.989 J/m2; rough adhesion 10 J/m2
peak layer shear 31.5 MPa, shear strain 3.15 percent
film/base stiffness E t/(E_base L), E_base 70 GPa: 1.89 percent
transverse stress transfer, width 4 um: 1.17 percent
PASS
```
